# Ultrasoft overlap matrices between neighbouring k-points, with atomic phases

An insulating crystal has an electronic polarization, defined up to a quantum, and the sum of its Wannier centres, defined up to a lattice vector, locates the electronic charge. Both are obtained from overlaps between periodic parts of Bloch states at neighbouring wave vectors,

$$M_{mn}(\mathbf k,\mathbf b)=\langle u_{m\mathbf k}|u_{n,\mathbf k+\mathbf b}\rangle .$$

An ultrasoft calculation stores smooth states, whose charge near the nuclei is incomplete. Their direct overlap is therefore not $M$. What has to be added, and with what phase when an atom is not at the origin?

## One atom at the origin

Take one atom with a sphere of radius $r_c$. Inside it there are all-electron partial waves $\phi_i$ and smooth partial waves $\tilde\phi_i$, which coincide outside. Projectors $\beta_i$ vanish outside the sphere and satisfy $\langle\beta_i|\tilde\phi_j\rangle=\delta_{ij}$. From a smooth state $\tilde\psi$ the physical state is rebuilt as

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\,c_i,\qquad c_i=\langle\beta_i|\tilde\psi\rangle .$$

Inside the sphere let $\delta=\tilde\psi-\sum_i\tilde\phi_ic_i$ be the part that the partial waves miss. Then

$$\tilde\psi=\sum_i\tilde\phi_ic_i+\delta,\qquad \psi=\sum_i\phi_ic_i+\delta .$$

Multiply out $\psi_m^*\psi_n$ and $\tilde\psi_m^*\tilde\psi_n$ and subtract. The product $\delta_m^*\delta_n$ occurs in both and cancels:

$$\psi_m^*\psi_n-\tilde\psi_m^*\tilde\psi_n=\sum_{ij}Q_{ij}\,c_{mi}^*c_{nj}+\delta_m^*\sum_j(\phi_j-\tilde\phi_j)c_{nj}+\sum_i(\phi_i-\tilde\phi_i)^*c_{mi}^*\,\delta_n ,$$

$$Q_{ij}(\mathbf r)=\phi_i^*(\mathbf r)\phi_j(\mathbf r)-\tilde\phi_i^*(\mathbf r)\tilde\phi_j(\mathbf r).$$

I now assume $\delta=0$: inside the sphere, each smooth state is a combination of the $\tilde\phi_i$. In practice this is approximate, and the two remaining terms show that the error is of first order in $\delta$.

The function $e^{-i\mathbf b\cdot\mathbf r}$ multiplies locally, so it can be inserted before integration:

$$\langle\psi_m|e^{-i\mathbf b\cdot\mathbf r}|\psi_n\rangle=\langle\tilde\psi_m|e^{-i\mathbf b\cdot\mathbf r}|\tilde\psi_n\rangle+\sum_{ij}Q_{ij}(\mathbf b)\,c_{mi}^*c_{nj},$$

$$Q_{ij}(\mathbf b)=\int Q_{ij}(\mathbf r)\,e^{-i\mathbf b\cdot\mathbf r}\,d^3r .$$

**Limit of small b.** Expanding the exponential gives

$$Q_{ij}(\mathbf b)=q_{ij}-i\mathbf b\cdot\mathbf d_{ij}+O(b^2),\quad q_{ij}=\int Q_{ij}\,d^3r,\quad \mathbf d_{ij}=\int\mathbf r\,Q_{ij}\,d^3r .$$

At $\mathbf b=0$ the result is $\langle\tilde\psi_m|S|\tilde\psi_n\rangle$ with $S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j|$, the usual ultrasoft overlap operator. The linear term is an on-site dipole. It can couple partial waves of opposite parity, such as s and p, even when their $q_{ij}$ vanishes.

## The atom moved to $\boldsymbol\tau$

The augmentation function is now $Q_{ij}(\mathbf r-\boldsymbol\tau)$. With $\mathbf r=\boldsymbol\tau+\mathbf s$,

$$\int Q_{ij}(\mathbf r-\boldsymbol\tau)e^{-i\mathbf b\cdot\mathbf r}d^3r=e^{-i\mathbf b\cdot\boldsymbol\tau}\int Q_{ij}(\mathbf s)e^{-i\mathbf b\cdot\mathbf s}d^3s=e^{-i\mathbf b\cdot\boldsymbol\tau}Q_{ij}(\mathbf b).$$

This is the atomic phase. $Q_{ij}(\mathbf b)$ continues to mean the transform about the nucleus.

**Limit of a rigid shift.** Move the whole system by $\mathbf t$. The coefficients $c_i$ do not change, because states and projectors move together. The smooth integral acquires $e^{-i\mathbf b\cdot\mathbf t}$, and so does the augmentation, through $\boldsymbol\tau\to\boldsymbol\tau+\mathbf t$. The sum therefore acquires one common factor, as the matrix element of $e^{-i\mathbf b\cdot\mathbf r}$ must. Without the atomic phase the two parts would turn against each other, and even $|M|$ could depend on the choice of origin.

## The crystal

Let atoms sit at $\mathbf R+\boldsymbol\tau_a$, with spheres that do not overlap. Write $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, normalized to one in a cell. Then

$$u_{m\mathbf k}^*u_{n,\mathbf k+\mathbf b}=\psi_{m\mathbf k}^*\,e^{-i\mathbf b\cdot\mathbf r}\,\psi_{n,\mathbf k+\mathbf b},$$

since the exponents are $+i\mathbf k\cdot\mathbf r$ from the first factor and $-i(\mathbf k+\mathbf b)\cdot\mathbf r$ from the second. The product is lattice periodic, so I integrate over $N$ cells and divide by $N$.

Projections are integrals over all space. Bloch's theorem gives, for the atom in cell $\mathbf R$,

$$\langle\beta_i^{\mathbf Ra}|\tilde\psi_{n\mathbf k}\rangle=e^{i\mathbf k\cdot\mathbf R}\langle\beta_i^a|\tilde\psi_{n\mathbf k}\rangle .$$

Three phases multiply its augmentation term: $e^{-i\mathbf k\cdot\mathbf R}$ from the left projection, $e^{i(\mathbf k+\mathbf b)\cdot\mathbf R}$ from the right one, and $e^{-i\mathbf b\cdot(\mathbf R+\boldsymbol\tau_a)}$ from the transform. Everything containing $\mathbf R$ cancels. The $N$ cells contribute equally, and division by $N$ leaves

$$\boxed{\begin{aligned}M_{mn}(\mathbf k,\mathbf b)={}&\int_{\rm cell}\tilde\psi_{m\mathbf k}^*e^{-i\mathbf b\cdot\mathbf r}\tilde\psi_{n,\mathbf k+\mathbf b}\,d^3r\\&+\sum_a e^{-i\mathbf b\cdot\boldsymbol\tau_a}\sum_{ij}Q^a_{ij}(\mathbf b)\langle\tilde\psi_{m\mathbf k}|\beta^a_i\rangle\langle\beta^a_j|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle\end{aligned}}$$

The first term is the overlap of the smooth periodic parts.

**Where the phase is kept.** Some formulations project the periodic part $\tilde u$ with a phase centred on the atom:

$$A_i^a(\mathbf k)=\int\beta_i^{a*}(\mathbf s)\,e^{i\mathbf k\cdot\mathbf s}\,\tilde u_{\mathbf k}(\boldsymbol\tau_a+\mathbf s)\,d^3s .$$

Because $\tilde\psi_{\mathbf k}(\boldsymbol\tau_a+\mathbf s)=e^{i\mathbf k\cdot\boldsymbol\tau_a}e^{i\mathbf k\cdot\mathbf s}\tilde u_{\mathbf k}(\boldsymbol\tau_a+\mathbf s)$, we have $\langle\beta_i^a|\tilde\psi_{\mathbf k}\rangle=e^{i\mathbf k\cdot\boldsymbol\tau_a}A_i^a(\mathbf k)$. The atomic phases then multiply to

$$e^{-i\mathbf b\cdot\boldsymbol\tau_a}\,e^{-i\mathbf k\cdot\boldsymbol\tau_a}\,e^{i(\mathbf k+\mathbf b)\cdot\boldsymbol\tau_a}=1 .$$

With these amplitudes the augmentation is $\sum_{ij}Q_{ij}^a(\mathbf b)A_{mi}^{a*}(\mathbf k)A_{nj}^a(\mathbf k+\mathbf b)$, without a further phase. Writing one would count it twice.

**Crossing the zone boundary.** If $\mathbf k+\mathbf b=\mathbf k'+\mathbf G$, choose $\psi_{\mathbf k'+\mathbf G}=\psi_{\mathbf k'}$. The boxed formula then uses the stored state and its projections at $\mathbf k'$, but the true step $\mathbf b$ in both exponentials and in $Q_{ij}$. In the centred form, $A_i^a(\mathbf k'+\mathbf G)=e^{-i\mathbf G\cdot\boldsymbol\tau_a}A_i^a(\mathbf k')$.

## Evaluating Q(b) in three dimensions

Let $Q_{ij}(\mathbf r)=F_{ij}(r)Y_i(\hat{\mathbf r})Y_j(\hat{\mathbf r})$ with real spherical harmonics. Insert

$$e^{-i\mathbf b\cdot\mathbf r}=4\pi\sum_{LM}(-i)^Lj_L(br)Y_{LM}(\hat{\mathbf b})Y_{LM}(\hat{\mathbf r})$$

and integrate over angles:

$$Q_{ij}(\mathbf b)=4\pi\sum_{LM}(-i)^LY_{LM}(\hat{\mathbf b})\,C^{LM}_{ij}I_L,$$

$$C^{LM}_{ij}=\int Y_{LM}Y_iY_j\,d\Omega,\qquad I_L=\int_0^{r_c}r^2j_L(br)F_{ij}(r)\,dr .$$

For an s–p$_z$ pair, $Y_{00}Y_{10}=Y_{10}/\sqrt{4\pi}$, so $L=1$ alone survives. With $\theta_b$ the angle between $\mathbf b$ and $z$,

$$Q_{sp}(\mathbf b)=4\pi(-i)\sqrt{\tfrac{3}{4\pi}}\cos\theta_b\,\frac{I_1}{\sqrt{4\pi}}=-i\sqrt3\cos\theta_b\,I_1 .$$

For two p$_z$ waves, $Y_{10}^2=(Y_{00}+\tfrac{2}{\sqrt5}Y_{20})/\sqrt{4\pi}$. Since $(-i)^2=-1$ and $Y_{20}=\sqrt{5/16\pi}\,(3\cos^2\theta-1)$,

$$Q_{pp}(\mathbf b)=I_0-(3\cos^2\theta_b-1)I_2 .$$

**Small b again.** Here $j_1(br)\simeq br/3$, so $Q_{sp}\simeq-ib\cos\theta_b\int r^3F\,dr/\sqrt3$. Direct integration gives $d_z=\int r^3F\,dr\int\cos\theta\,Y_{00}Y_{10}\,d\Omega=\int r^3F\,dr/\sqrt3$. The two agree with $-i\mathbf b\cdot\mathbf d$.

## From overlaps to Wannier centres

Take one dimension, with period $L$ and $N$ equally spaced k-points, $b=2\pi/(NL)$. For one band, choose the phases so that $\psi_k$ is smooth in $k$ and returns to itself after one reciprocal period, and let $w=(L/2\pi)\int\psi_k\,dk$ over that period. Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$xw=\frac{L}{2\pi}\int e^{ikx}\,i\partial_ku_k\,dk .$$

The end term is the difference of $\psi_k$ over a reciprocal period, which vanishes by this choice of phases. Bloch states of different $k$ are orthogonal, with weight $(2\pi/L)\delta(k-k')$ times the cell overlap of their periodic parts. Hence

$$\langle w|x|w\rangle=\frac{L}{2\pi}\int i\langle u_k|\partial_ku_k\rangle\,dk .$$

For several bands the sum of centres contains the trace. In a smooth periodic gauge, $\ln\det M\simeq b\,{\rm tr}\langle u|\partial_ku\rangle$, which is imaginary to this order. Therefore $-{\rm Im}\ln\det M\simeq b\,{\rm tr}\,i\langle u|\partial_ku\rangle$, and

$$\sum_n\bar x_n\simeq-\frac{L}{2\pi}\,{\rm Im}\ln\prod_k\det M(k,b)\quad({\rm mod}\ L).$$

Mixing the bands by a unitary $U(k)$ changes $M$ to $U^\dagger(k)MU(k+b)$. Around the closed string the determinants of $U$ cancel, so the smooth gauge is not needed to evaluate the product. The electronic dipole per unit length is $-e/L$ times this sum for each spin; the ions are added separately.

This fixes the accuracy needed in $Q$. Replacing $Q(b)$ by $q$ makes an error of order $b$ per link. There are $N\propto1/b$ links, so a finite error can survive on a dense mesh. Keeping the dipole leaves errors of order $b^2$ per link, whose sum tends to zero.

## A crystal in which the missed part vanishes

The model uses Hartree atomic units. A cell of length $L=7$ bohr holds atoms A and B at 1.9 and 5.1 bohr. Each has a well $-D(1-s^2/R^2)^3$ for $|s|<R=1.5$ bohr, with $D=4$ hartree for A and 3 hartree for B. Diagonalization in 129 plane waves gives two core bands below the valence bands 3 and 4.

The k-points are $\pm1/4$ in units of $2\pi/L$, so $b=\pi/L=0.4488$ bohr$^{-1}$. By time reversal both have the same energies, $\varepsilon=-0.3183$ and $0.1433$ hartree in the valence pair. These are the reference energies. For each, the Schrödinger equation is integrated outward to give an even wave with $\phi(0)=1$ and an odd wave with $\phi'(0)=1$. The smooth waves are four-term polynomials of the same parity, matching the value and three derivatives at $R$.

With zero local pseudopotential, define

$$\chi_j=\left(\varepsilon_j+\tfrac12\frac{d^2}{dx^2}\right)\tilde\phi_j,\quad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\quad \beta_i=\sum_j(B^{-1})_{ji}\chi_j,\quad D_{ij}=B_{ij}+\varepsilon_jq_{ij}.$$

The smooth states obey

$$\left[-\tfrac12\frac{d^2}{dx^2}+\sum|\beta_i\rangle D_{ij}\langle\beta_j|\right]\tilde\psi=\varepsilon\left[1+\sum|\beta_i\rangle q_{ij}\langle\beta_j|\right]\tilde\psi .$$

Inserting $\tilde\phi_j$ at $\varepsilon=\varepsilon_j$ inside a sphere leaves $-\chi_j+\sum_i\beta_iB_{ij}=0$. An all-electron state at that energy is, in each sphere, a combination of the even and odd $\phi_j$. Replacing them by $\tilde\phi_j$ therefore solves the ultrasoft equation with $\delta=0$. On this mesh the overlap formula has no completeness error.

For atom A and the lower reference energy, the even–even pair has $q=0.4030$ bohr and $Q(b)=0.4115$ bohr. The even–odd pair has $q=0$ by parity but $Q(b)=-0.0361i$ bohr$^2$. The atomic phases are $0.6579-0.7531i$ for A and $-0.6579-0.7531i$ for B.

The ultrasoft equation also has two solutions below the valence pair, near $-1.99$ and $-1.72$ hartree on this mesh. They do not reproduce the core energies, $-2.56$ and $-1.78$ hartree, and are not used. The ultrasoft states compared here are those whose energies lie nearest the all-electron valence energies. The model thus tests the overlap formula; a calculation that fills the lowest states would need a construction without these extra solutions.

To compare individual elements, each all-electron state is made real and positive midway between the atoms, at 3.5 bohr. Each ultrasoft state, from its own generalized eigenproblem, is given the same phase outside the spheres. For the link from $-1/4$ to $+1/4$,

$$\begin{aligned}M_{33}&=(0.27384-0.71057i)+(0.06607-0.15069i)_A+(-0.00423-0.01016i)_B\\&=0.3357-0.8714i,\\M_{34}&=(-0.17514-0.05260i)+(0.07233+0.06946i)_A+(-0.03223-0.02763i)_B\\&=-0.1350-0.0108i.\end{aligned}$$

The first bracket is the smooth overlap; the others are augmentation terms with their phases included. Direct integration of the all-electron states gives the same totals. Over both links the largest difference in any element is below $10^{-9}$, a numerical residue whose exact size depends on the details of the discretization.

Without augmentation the largest error is 0.17. With augmentation but no atomic phases it is 0.24 for the origin used here; this error depends on the origin, since an atom placed at the origin contributes nothing to it. With $Q(0)$ in place of $Q(b)$ it is 0.013.

The sum of the two valence centres, modulo 7 bohr, is 0.1049 bohr from both the all-electron and the full ultrasoft overlaps. Dropping the phases gives 6.2394 bohr, equivalent to a shift of $6.239379-0.104935-7\approx-0.8656$ bohr, again specific to this origin. Using $Q(0)$ gives 0.1077 bohr.

Dropping the augmentation altogether gives 0.1015 bohr, a small shift despite the large errors in $M$. The centre depends on the phase of a determinant, so errors in its modulus do not enter. These numbers do not show why the phase error is small here, and they give no assurance for another crystal.

The two-point mesh has an error of its own: forty k-points give an all-electron sum of 0.0932 bohr. That difference, 0.0117 bohr, comes from the discrete string and not from the ultrasoft construction.

Finally, keep the same partial waves but use k-points $\pm1/8$ and $\pm3/8$. The energies no longer equal the reference energies, and $\delta$ need not vanish. The largest error in $M$ becomes $3.6\times10^{-5}$ and the largest energy error $1.3\times10^{-6}$ hartree. The error in $M$ includes both the change in the smooth states and the incomplete partial-wave expansion. It holds for these partial waves and these four k-points, with a step half as large as before; the zone centre and the zone edge were not sampled.
